# Overlay from Two Biased Grating Targets: Two Derivations: test program

```python
"""Two-bias diffraction overlay: tan(2 pi ov/p) = tan(2 pi d/p) * S/D.

p: pitch; ov: overlay (top minus bottom grating position); d: bias.
A(s) = I(+1) - I(-1): first-order asymmetry at total displacement s.
S = A(ov+d) + A(ov-d);  D = A(ov+d) - A(ov-d).
The signals come from Maxwell's equations (coupled-wave analysis, electric
field along the lines, normal incidence), not from an assumed sine law.
Powers are fractions of the incident power; lengths are in nm.
"""
import numpy as np

PITCH, WAVELENGTH, BIAS, OVERLAY = 600.0, 520.0, 20.0, 3.0
N_RESIST, N_OXIDE, N_SILICON = 1.6, 1.5, 4.2 + 0.05j   # rough typical values
H_TOP, H_BOTTOM = 80.0, 60.0
K0 = 2 * np.pi / WAVELENGTH
EPS_SI = N_SILICON**2


def grating_matrix(eps_line, eps_gap, width, centre, contrast, half):
    """Toeplitz matrix of permittivity; contrast scales it about its mean."""
    mean, diff = (eps_line + eps_gap) / 2, (eps_line - eps_gap) * contrast
    order = np.arange(-half, half + 1)
    m = order[:, None] - order[None, :]
    fill = width / PITCH
    coeff = diff * fill * np.sinc(m * fill) * np.exp(-2j*np.pi*m*centre/PITCH)
    return coeff + (mean - diff / 2) * np.eye(len(order))


def diffract(s, spacer, contrast=1.0, foot=0.0, half=10, eps_si=EPS_SI):
    """Reflected amplitudes and powers of all orders; index half is order 0."""
    order = np.arange(-half, half + 1)
    kx2 = (order * WAVELENGTH / PITCH)**2
    identity = np.eye(len(order))
    eps_ox = N_OXIDE**2
    w = PITCH / 2
    layers = [  # from the substrate upwards
        (grating_matrix(eps_si, eps_ox, w + foot, foot/2, contrast, half),
         H_BOTTOM / 2),
        (grating_matrix(eps_si, eps_ox, w, 0.0, contrast, half), H_BOTTOM / 2),
        (eps_ox * identity, spacer),
        (grating_matrix(N_RESIST**2, 1.0, w, s, contrast, half), H_TOP)]
    # admittance Y: dE/dz = Y E, z pointing into the substrate
    Y = np.diag(1j * np.sqrt(eps_si - kx2 + 0j))
    for eps, h in layers:
        q2, W = np.linalg.eig(eps - np.diag(kx2))
        q = np.sqrt(q2 + 0j)
        q = np.where(q.imag < 0, -q, q)
        X = np.exp(1j * q * K0 * h)
        Wq = 1j * W * q
        R = np.linalg.solve(Wq + Y @ W, Wq - Y @ W)
        XRX = X[:, None] * R * X[None, :]
        Y = Wq @ (identity - XRX) @ np.linalg.inv(W @ (identity + XRX))
    kz = np.sqrt(1 - kx2 + 0j)
    incident = identity[:, half]
    Kz = np.diag(1j * kz)
    r = np.linalg.solve(Kz + Y, (Kz - Y) @ incident)
    return r, np.abs(r)**2 * kz.real


def first_orders(s, spacer, half=10, **kw):
    power = diffract(s, spacer, half=half, **kw)[1]
    return power[half + 1], power[half - 1]


def asym(s, spacer, **kw):
    plus, minus = first_orders(s, spacer, **kw)
    return plus - minus


def overlay_from(a_plus, a_minus, d):
    ratio = (a_plus + a_minus) / (a_plus - a_minus)
    return PITCH/(2*np.pi) * np.arctan(np.tan(2*np.pi*d/PITCH) * ratio)


def measure(ov, d, spacer, **kw):
    return overlay_from(asym(ov + d, spacer, **kw),
                        asym(ov - d, spacer, **kw), d)


def sweep(spacer, contrast):
    """Sine harmonics K_n of A(s), and amplitudes B, T of the +1 order."""
    count, half = 24, 10
    phi = 2 * np.pi * np.arange(count) / count
    data = [diffract(x * PITCH/(2*np.pi), spacer, contrast) for x in phi]
    a = np.array([P[half + 1] - P[half - 1] for _, P in data])
    r1 = np.array([r[half + 1] for r, _ in data])
    K = np.array([2 * np.mean(a * np.sin(n * phi)) for n in range(1, 12)])
    return K, np.mean(r1), np.mean(r1 * np.exp(1j * phi))


# ---- solver checks -------------------------------------------------------
stack = [(np.sqrt((N_RESIST**2 + 1)/2), H_TOP), (N_OXIDE, 200.0),
         (np.sqrt((EPS_SI + N_OXIDE**2)/2), H_BOTTOM)]
M = np.eye(2, dtype=complex)
for n, h in stack:
    t = n * K0 * h
    M = M @ np.array([[np.cos(t), -1j*np.sin(t)/n],
                      [-1j*n*np.sin(t), np.cos(t)]])
E, H = M @ np.array([1, N_SILICON])
film_r = (E - H) / (E + H)
assert abs(diffract(0, 200.0, contrast=0.0)[0][10] - film_r) < 1e-9
lossless = diffract(37.0, 200.0, eps_si=-10.0)[1].sum()
assert abs(lossless - 1) < 1e-8            # lossless mirror returns all power
assert abs(first_orders(37.0, 200.0)[1] - first_orders(-37.0, 200.0)[0]) < 1e-9

# ---- choice of spacer: strongest signal in a scan ------------------------
thickness = np.arange(150.0, 351.0, 10.0)


def scan(contrast):
    return np.array([abs(asym(PITCH/4, h, contrast=contrast))
                     for h in thickness])


signal = scan(1.0)
spacer = thickness[np.argmax(signal)]

# ---- weak gratings: the sine law and its consequences --------------------
WEAK = 0.02
h_weak = thickness[np.argmax(scan(WEAK))]
Kw, Bw, Tw = sweep(h_weak, WEAK)
f = np.sqrt(1 - (WAVELENGTH / PITCH)**2)
K_two_beam = 4 * f * np.imag(np.conj(Bw) * Tw)
assert abs(Kw[0] - K_two_beam) < 0.01 * 4 * f * abs(Bw * Tw)
weak_harmonics = np.max(np.abs(Kw[1:])) / abs(Kw[0])
assert weak_harmonics < 0.01
weak_errors = [measure(ov, d, h_weak, contrast=WEAK) - ov
               for ov, d in [(-40.0, 75.0), (100.0, 75.0), (3.0, 20.0)]]
assert np.max(np.abs(weak_errors)) < 0.2

# overlay beyond p/4: arctangent is off by p/2, the sign of K repairs it
far, d_far = 200.0, 75.0
ap = asym(far + d_far, h_weak, contrast=WEAK)
am = asym(far - d_far, h_weak, contrast=WEAK)
folded = overlay_from(ap, am, d_far)
dl = 2 * np.pi * d_far / PITCH
repaired = PITCH/(2*np.pi) * np.arctan2((ap + am)/(2*Kw[0]*np.cos(dl)),
                                        (ap - am)/(2*Kw[0]*np.sin(dl)))
assert abs(folded - (far - PITCH/2)) < 0.2 and abs(repaired - far) < 0.2

# common offset of one percent of K
delta, theta = 2*np.pi*BIAS/PITCH, 2*np.pi*OVERLAY/PITCH
ap = asym(OVERLAY + BIAS, h_weak, contrast=WEAK)
am = asym(OVERLAY - BIAS, h_weak, contrast=WEAK)
offset = 0.01 * Kw[0]
seen = overlay_from(ap + offset, am + offset, BIAS)
law = PITCH/(2*np.pi) * np.arctan(np.tan(theta)
                                + 0.01/(np.cos(theta)*np.cos(delta)))
assert abs(seen - law) < 0.02
offset_error = law - OVERLAY

# unequal signal strength: spacer under the plus target 30 nm thicker
k_plus = asym(PITCH/4, h_weak + 30, contrast=WEAK)
k_minus = asym(PITCH/4, h_weak, contrast=WEAK)
seen = overlay_from(asym(BIAS, h_weak + 30, contrast=WEAK),
                    asym(-BIAS, h_weak, contrast=WEAK), BIAS)
law = PITCH/(2*np.pi) * np.arctan(np.tan(delta)
                                * (k_plus - k_minus)/(k_plus + k_minus))
assert abs(seen - law) < 0.02

# ---- worked example at full contrast -------------------------------------
K, B, T = sweep(spacer, 1.0)
K_single = 4 * f * np.imag(np.conj(B) * T)
Ip = first_orders(OVERLAY + BIAS, spacer)
Im = first_orders(OVERLAY - BIAS, spacer)
A_plus, A_minus = Ip[0] - Ip[1], Im[0] - Im[1]
S, D = A_plus + A_minus, A_plus - A_minus
result = overlay_from(A_plus, A_minus, BIAS)
linear = BIAS * S / D
assert abs(result - OVERLAY) < 0.15
fine = measure(OVERLAY, BIAS, spacer, half=16)
assert abs(fine - result) < 0.02           # truncation of the order set

# harmonic law for the slope of the estimate near zero overlay
order = np.arange(1, 12)


def slope_law(d):
    x = 2 * np.pi * d / PITCH
    return np.tan(x) * np.sum(order*K*np.cos(order*x)) / np.sum(
        K*np.sin(order*x))


slopes = {}
for d in (BIAS, 50.0):
    slopes[d] = measure(0.05, d, spacer) / 0.05
    assert abs(slopes[d] - slope_law(d)) < 1e-3
kappa = K[1] / K[0]
second_only = -2*kappa*np.sin(delta)*np.tan(delta)/(1 + 2*kappa*np.cos(delta))

# process effects on the example
thick_error = overlay_from(asym(OVERLAY + BIAS, spacer + 1), A_minus,
                           BIAS) - result
foot_error = measure(OVERLAY, BIAS, spacer, foot=2.0) - result

# photon noise: simulated counts against the propagated variance
photons = 1e9
rng = np.random.default_rng(1)
trials = 40000
c = [rng.poisson(photons * x, trials) / photons for x in (*Ip, *Im)]
sigma_mc = np.std(overlay_from(c[0] - c[1], c[2] - c[3], BIAS))
sigma_A = np.sqrt((sum(Ip) + sum(Im)) / 2 / photons)
K_eff = np.hypot(S / (2*np.cos(delta)), D / (2*np.sin(delta)))
sigma_law = PITCH/(2*np.pi) * sigma_A/(np.sqrt(2)*K_eff) * np.sqrt(
    (np.cos(theta)/np.cos(delta))**2 + (np.sin(theta)/np.sin(delta))**2)
assert abs(sigma_mc / sigma_law - 1) < 0.04

# ---- printed numbers -----------------------------------------------------
ppm = 1e6
print(f"pitch {PITCH:.0f} nm, wavelength {WAVELENGTH:.0f} nm")
print(f"bias {BIAS:.0f} nm, true overlay {OVERLAY:.1f} nm")
print(f"indices: resist {N_RESIST}, oxide {N_OXIDE}, silicon {N_SILICON}")
print(f"heights: resist {H_TOP:.0f} nm, silicon lines {H_BOTTOM:.0f} nm")
print(f"spacer with strongest signal in scan: {spacer:.0f} nm")
print(f"scan range {thickness[0]:.0f} to {thickness[-1]:.0f} nm")
print(f"|A(p/4)| in scan: {signal.min()*ppm:.0f} to {signal.max()*ppm:.0f} ppm")
print(f"weak gratings: contrast factor {WEAK}, spacer {h_weak:.0f} nm")
print(f"weak: largest harmonic / K1 = {weak_harmonics:.2e}")
print(f"weak: K1 / two-amplitude K = {Kw[0]/K_two_beam:.5f}")
print(f"weak: largest overlay error {np.max(np.abs(weak_errors)):.4f} nm")
print(f"weak, true overlay {far:.0f} nm, bias {d_far:.0f} nm:")
print(f"  arctangent {folded:.2f} nm, with sign of K {repaired:.2f} nm")
print(f"example I(+1), I(-1), plus target: {Ip[0]*ppm:.1f}, {Ip[1]*ppm:.1f} ppm")
print(f"example I(+1), I(-1), minus target: {Im[0]*ppm:.1f}, {Im[1]*ppm:.1f} ppm")
print(f"A(+) = {A_plus*ppm:.1f} ppm, A(-) = {A_minus*ppm:.1f} ppm")
print(f"S = {S*ppm:.1f} ppm, D = {D*ppm:.1f} ppm, S/D = {S/D:.5f}")
print(f"delta = {delta:.5f} rad, tan(delta) = {np.tan(delta):.5f}")
print(f"tan(theta) estimate = {np.tan(delta)*S/D:.5f}")
print(f"recovered overlay {result:.4f} nm, error {result-OVERLAY:+.4f} nm")
print(f"linear estimate d*S/D = {linear:.4f} nm")
print(f"with more diffraction orders kept: {fine:.4f} nm")
print(f"K1 = {K[0]*ppm:.1f} ppm; 4 f Im(B*T) = {K_single*ppm:.1f} ppm")
print(f"K2/K1 = {kappa:+.5f}, K3/K1 = {K[2]/K[0]:+.5f}")
for d, g in slopes.items():
    print(f"slope error, bias {d:.0f} nm: solver {100*(g-1):+.3f} %, "
          f"law {100*(slope_law(d)-1):+.3f} %")
print(f"slope error from K2 alone, bias 20 nm: {100*second_only:+.3f} %")
print(f"offset of 1 % of K shifts overlay by {offset_error:+.3f} nm")
print(f"1 nm thicker spacer, plus target only: {thick_error:+.4f} nm")
print(f"2 nm one-sided foot on lower half of lines: {foot_error:+.4f} nm")
print(f"  shift expected from mean line centre: {-2.0/4:+.2f} nm")
print(f"photons per target {photons:.0e}")
print(f"overlay noise: simulated {sigma_mc:.4f} nm, law {sigma_law:.4f} nm")
print("PASS")
```

Printed output:

```
pitch 600 nm, wavelength 520 nm
bias 20 nm, true overlay 3.0 nm
indices: resist 1.6, oxide 1.5, silicon (4.2+0.05j)
heights: resist 80 nm, silicon lines 60 nm
spacer with strongest signal in scan: 250 nm
scan range 150 to 350 nm
|A(p/4)| in scan: 4929 to 180603 ppm
weak gratings: contrast factor 0.02, spacer 240 nm
weak: largest harmonic / K1 = 4.35e-06
weak: K1 / two-amplitude K = 1.00008
weak: largest overlay error 0.0002 nm
weak, true overlay 200 nm, bias 75 nm:
  arctangent -100.00 nm, with sign of K 200.00 nm
example I(+1), I(-1), plus target: 43373.0, 10998.0 ppm
example I(+1), I(-1), minus target: 13839.1, 37751.2 ppm
A(+) = 32375.0 ppm, A(-) = -23912.1 ppm
S = 8462.9 ppm, D = 56287.1 ppm, S/D = 0.15035
delta = 0.20944 rad, tan(delta) = 0.21256
tan(theta) estimate = 0.03196
recovered overlay 3.0508 nm, error +0.0508 nm
linear estimate d*S/D = 3.0070 nm
with more diffraction orders kept: 3.0509 nm
K1 = 180922.1 ppm; 4 f Im(B*T) = 144104.5 ppm
K2/K1 = -0.12627, K3/K1 = +0.00155
slope error, bias 20 nm: solver +1.733 %, law +1.733 %
slope error, bias 50 nm: solver +10.326 %, law +10.326 %
slope error from K2 alone, bias 20 nm: +1.482 %
offset of 1 % of K shifts overlay by +0.975 nm
1 nm thicker spacer, plus target only: +0.0226 nm
2 nm one-sided foot on lower half of lines: +0.2391 nm
  shift expected from mean line centre: -0.50 nm
photons per target 1e+09
overlay noise: simulated 0.0038 nm, law 0.0037 nm
PASS
```
